Elastic energy of a coherent core-shell nanowire

**1. What symmetry fixes**

A long circular wire of outer radius R contains a concentric core of radius a. Both materials are isotropic, with the same Young's modulus E and Poisson ratio ν. If the core were cut free, its lattice would be larger than the free shell lattice by the fraction ε in every direction. This is a dilational misfit, and ε may be negative. The core area fraction is

f = a²/R².

We seek the elastic energy per length, W, in linear elasticity. Stress is proportional to Eε and energy to stress times strain, so W must be Eε²R² times a function of f and ν. Symmetry settles how that function depends on f.

Consider first a core in an infinite medium with no axial strain. The only length in the problem is a, so the core stress, which is a ratio of lengths times E, cannot depend on a. Outside the core the radial displacement falls as 1/r with a strength proportional to a². Now cut the medium at radius R and remove the tractions there, which are proportional to a²/R² = f. The correction is an axisymmetric field, regular on the axis, in a uniform material. Such a field is a uniform strain, so it adds to the core a uniform stress proportional to f. Releasing the axial force adds another uniform stress. The force comes from the misfit of the core, whose share of the section is f, and from the correction just described, so this term is also proportional to f.

The core stress therefore has the form c₀ + c₁f. The energy is proportional to ε times the core stress times the core area, as part 5 proves, so

W ∝ f(c₀ + c₁f).

At f = 1 the wire is all core and has no stress. Hence c₁ = −c₀, and

W ∝ Eε²R² f(1−f).

The argument uses equal elastic constants: with unequal ones the correction field is in general not uniform across the interface. What remains is the factor that depends on ν.

**2. Conventions and equations**

Displacements and strains are measured from the free shell lattice. Tension is positive. The interface is coherent, meaning that displacement is continuous across it. The side surface is free, there is no net axial force or bending moment, and the ends are far away. Surface stress is left out until part 8.

By symmetry the displacement is radial, u(r), plus a uniform axial stretch e. The total strains are

ε_rr = u′, ε_θθ = u/r, ε_zz = e.

Stress acts on the elastic strain, which is the total strain minus ε* in each direction, where ε* = ε in the core and ε* = 0 in the shell. With the Lamé constants

λ = Eν/[(1+ν)(1−2ν)], μ = E/[2(1+ν)],

Hooke's law reads

σ_rr = λ(u′ + u/r + e) + 2μu′ − (3λ+2μ)ε*,
σ_θθ = λ(u′ + u/r + e) + 2μu/r − (3λ+2μ)ε*.

Radial equilibrium is σ_rr′ + (σ_rr − σ_θθ)/r = 0. Within each material ε* is constant, so

σ_rr′ = (λ+2μ)u″ + λ(u′/r − u/r²),
(σ_rr − σ_θθ)/r = 2μ(u′/r − u/r²).

Their sum gives

(λ+2μ)(u″ + u′/r − u/r²) = 0,

whose solutions are r and 1/r. The second is singular on the axis, so

core: u = A_c r,
shell: u = A_s r + B/r.

It helps to define

H = 2(λ+μ) = E/[(1+ν)(1−2ν)].

Three identities follow from the definitions:

λ = νH, 2μ = (1−2ν)H, 3λ+2μ = E/(1−2ν) = (1+ν)H.

In the core u′ = u/r = A_c. In the shell u′ + u/r = 2A_s and u′ = A_s − B/r². Hence

core: σ_rr = σ_θθ = H[A_c + νe − (1+ν)ε],
shell: σ_rr = H(A_s + νe) − 2μB/r²,
shell: σ_θθ = H(A_s + νe) + 2μB/r².

**3. Boundary conditions and in-plane stress**

Continuity of u at r = a gives

A_c = A_s + B/a².

Continuity of σ_rr at r = a gives

H[A_c + νe − (1+ν)ε] = H(A_s + νe) − 2μB/a².

Insert A_c. The terms in A_s and e cancel, leaving

(H + 2μ)B/a² = H(1+ν)ε.

Since H + 2μ = 2(1−ν)H,

B = (1+ν)εa²/[2(1−ν)].

The condition σ_rr(R) = 0 gives H(A_s + νe) = 2μB/R². Dividing by H and using 2μ/H = 1−2ν,

A_s = −νe + (1+ν)(1−2ν)εf/[2(1−ν)].

The term −νe is the ordinary Poisson contraction. It produces no in-plane stress, so the in-plane stresses do not depend on e. Define the biaxial modulus

M = E/(1−ν).

Then 2μB = [E/(1+ν)]B = Mεa²/2 = MεfR²/2, and the shell stresses become

σ_rr = 2μB(1/R² − 1/r²) = −(Mεf/2)(R²/r² − 1),
σ_θθ = 2μB(1/R² + 1/r²) = +(Mεf/2)(R²/r² + 1).

At r = a, R²/r² = 1/f. The core has the same radial stress as the shell there, so throughout the core

σ_rr = σ_θθ = −(Mεf/2)(1/f − 1) = −Mε(1−f)/2.

For ε > 0 the oversized core is compressed and the shell is stretched around it like a hoop. The sum σ_rr + σ_θθ is −Mε(1−f) in the core and +Mεf in the shell: it is uniform in each, although the separate shell stresses vary with r.

**4. Axial balance**

The axial part of Hooke's law, solved for stress, is

σ_zz = ν(σ_rr + σ_θθ) + E(e − ε*).

Therefore

core: σ_zz = −νMε(1−f) + E(e−ε),
shell: σ_zz = νMεf + Ee.

The axial force N is the core stress times πR²f plus the shell stress times πR²(1−f). The two terms containing ν cancel, giving

N = πR²[fE(e−ε) + (1−f)Ee] = EπR²(e − fε).

With N = 0,

e = fε.

The common length is the area-weighted mean of the two free lengths. Putting e = fε into the core stress gives −ε(1−f)(νM + E). Because E = (1−ν)M, the last bracket equals M. The shell follows in the same way:

core: σ_zz = −Mε(1−f),
shell: σ_zz = +Mεf.

The bending moment vanishes because these stresses are axisymmetric.

At the outer surface σ_rr = 0 and σ_θθ = σ_zz = Mεf. The surface is thus in equal biaxial tension for ε > 0, with strain (1−ν)Mεf/E = fε both around the wire and along it. This result is used in parts 6 and 8.

**5. The energy**

The energy per length is half the integral of stress times elastic strain:

W = ½∫(σ_rr u′ + σ_θθ u/r + σ_zz e)dA − ½ε∫_core tr σ dA,

where tr σ = σ_rr + σ_θθ + σ_zz and dA = 2πr dr. Equilibrium can be written σ_θθ = (rσ_rr)′. The in-plane part of the first integral is then

2π∫[rσ_rr u′ + (rσ_rr)′u]dr = 2π∫(rσ_rr u)′dr = 2πRσ_rr(R)u(R) = 0.

There is no contribution from r = a because both σ_rr and u are continuous there. The axial part is eN. Hence

W = ½eN − ½ε∫_core tr σ dA.

For a free length N = 0. The core trace is

tr σ = −Mε(1−f) − Mε(1−f) = −2Mε(1−f),

where the first term is the in-plane sum and the second is σ_zz. The core area is πR²f, so

W = −½ε · πR²f · [−2Mε(1−f)],

W = [E/(1−ν)] ε² πR² f(1−f).

This is the required result. Reversing the sign of ε reverses every stress and leaves W unchanged.

If the length is instead imposed, for example by clamped ends, N is not zero. The axial stress everywhere changes by E(e−fε), so

W(e) = ½e·EπR²(e−fε) − ½ε·πR²f[−2Mε(1−f) + E(e−fε)].

The two terms containing e−fε combine:

W(e) = MπR²ε²f(1−f) + ½EπR²(e−fε)².

The free length is the minimum, as it should be. Clamping adds a term that is not proportional to f(1−f) in general. At e = 0, where the wire is held at the shell lattice, it is ½EπR²f²ε².

**6. A second route: growing the shell**

The same energy can be built up layer by layer at fixed core radius. Let S = πR² be the current cross-section and C = πa² the core area, so that f = C/S. The surface of the wire is strained by fε in both tangential directions. A thin coherent layer of shell material of area dS must take up this strain, and its outer face is free. A layer in equal biaxial strain η has two stresses Mη, each doing work on η, so its energy density is ½(Mη·η + Mη·η) = Mη². With η = fε,

dW = Mf²ε² dS = Mε²C² dS/S².

The layer also pulls on the wire beneath it. The wire was in equilibrium, so the energy released by its response is of order dS² and drops out. Starting from a bare core, S = C, where W = 0,

W = Mε²C²(1/C − 1/S) = Mε²C(1−f).

Since C = πR²f, this is the result of part 5. The route shows why each added area costs less than the one before: the first layers are laid down at the full misfit, and later ones at a smaller strain because the surface has moved towards the shell's own lattice spacing. These are strains at deposition; the layers already in place relax as the shell grows.

**7. Limits, and what is held fixed**

At fixed R, the factor f(1−f) is largest at f = 1/2, that is at a = R/√2, where W = MπR²ε²/4. Core fractions f and 1−f give the same energy. This follows from the calculation and not from relabelling alone. Adding a uniform expansion to the whole wire costs nothing, so an oversized core is equivalent to an undersized shell, but these are two descriptions of one wire with the same f.

Thin shell, f → 1: the energy divided by the shell area πR²(1−f) tends to Mε². This is the energy density of a coherent film on a thick substrate, and the curvature of the interface no longer matters.

Thin core, f → 0: the energy divided by the core area tends to Mε² as well. Here part of the energy lies in the shell, which resists the expansion of the core.

At fixed a the picture is different:

W = Mε²πa²(1 − a²/R²).

The energy now rises steadily with shell thickness and saturates at Mε²πa². The maximum at f = 1/2 therefore belongs to comparisons at fixed outer radius. It does not mean that thickening a shell past f = 1/2 lowers the energy of a given wire.

**8. Worked example: a silicon-germanium core in a silicon shell**

Take a core with about one quarter germanium, a = 10 nm, inside a silicon shell with R = 20 nm. Rough values are E = 160 GPa, ν = 0.22 and ε = 0.010. Then

f = (10/20)² = 0.25,
M = 160/0.78 = 205.1 GPa,
πR² = 1256.6 nm².

One GPa nm³ is 10⁻¹⁸ J, or about 6.24 eV, so Mε² = 0.1280 eV/nm³. The energy per length is

W = 0.1280 × 1256.6 × 0.25 × 0.75 ≈ 30.2 eV/nm (4.83 nJ/m).

The common axial strain is 0.25 × 0.010 = 0.0025. The core is under −1.54 GPa along the wire and −0.77 GPa in each transverse direction. The shell carries 0.51 GPa along the wire; its hoop stress falls from 1.28 GPa at the interface to 0.51 GPa at the surface.

With this core, an ever thicker shell would raise the energy to 40.2 eV/nm, so the 10 nm shell has already reached three quarters of the limit. The maximum at fixed R = 20 nm is also 40.2 eV/nm. The two agree because a = R/2 here, which makes πa² equal to πR²/4.

A finite-element minimization over the cross-section, which does not use the radial solution, gives 14.481, 30.166 and 40.222 eV/nm at f = 0.10, 0.25 and 0.50. The formula gives 14.480, 30.167 and 40.222 eV/nm. When the core modulus is halved with the shell unchanged, the energy at f = 0.75 is 1.24 times that at f = 0.25. The symmetry between f and 1−f is then lost, so it does not hold in general for unequal constants.

**Corrections for the same wire.** Percentages are relative to 30.2 eV/nm, and each correction is taken alone unless stated.

Crystal elasticity. With rough cubic constants of silicon in both parts, the energy changes by −3.7 % for a wire along [100], +3.3 % along [110] and +5.6 % along [111]. With the softer alloy constants in the core as well, the changes are −6.1 %, +0.6 % and +2.8 %. These changes are measured from the isotropic values above, which are not an exact average of the cubic constants: the Hill average of the silicon constants already gives an energy about 2 % higher. Measured from that average, only about 1 % of the +3.3 % for [110] is due to direction; with the Voigt or Reuss average instead, the part due to direction would be about −0.3 % or +2.2 %, so the split depends strongly on the average chosen. The [110] figure with the alloy core is small because the softer core lowers the energy by 2.7 %, which offsets most of the +3.3 %.

Shape. Making both core and surface hexagonal at the same areas lowers W by 0.8 % (the coarse finite-element mesh gives 0.7 %, about 0.1 % short of the converged value). Moving a circular core 4 nm off centre, with the wire free to bend, changes it by −5.5 %. Centring thus matters more than faceting in these two cases.

Surface stress. Stretching the surface against a surface stress τ costs an energy τ times the change of surface area. Per length of wire this change is the circumference times the sum of the two surface strains, 2πR · 2fε, so the part of the energy shift that depends on the misfit is

ΔW = 4πRτfε.

For a rough τ = 1 N/m this is +3.9 eV/nm, or 13 %. It is linear in ε, so it changes sign with the misfit. It grows as R while W grows as R², so it matters more in thinner wires at fixed f and ε.

Clamped length. Holding the wire at the shell lattice length adds ½EπR²f²ε² = 3.9 eV/nm. The agreement with the surface term is accidental: the ratio of the two is ERfε/(8τ), which is 1 for these numbers.

Temperature. If the core expands more than the shell by a rough 0.8 × 10⁻⁶ per kelvin, a rise of 500 K increases the misfit by 0.0004 and, at fixed elastic constants, the energy by 8 %. Both materials also soften on heating, which offsets part of this increase. The misfit and the elastic constants must therefore be those at the temperature of interest.

Definition and ends. Referring the misfit to the core lattice instead of the shell lattice lowers W by 2 %; differences of this size are beyond small-strain theory. Flat free ends disturb the stress over roughly one to two radii each, which is 4 to 8 % of the length of a wire 1000 nm long.

**9. Does the wire stay coherent?**

The formula gives the energy of a coherent wire; it does not say that the wire remains coherent. A dislocation loop around the core, with its Burgers vector b along the axis, can relieve the axial misfit. For the first such loop, the work done by the misfit stress is the axial core force times b:

work = bπa²|σ_zz|.

The cost can be estimated from a straight edge dislocation. The shear stress on its slip plane is μb/[2π(1−ν)r]. Creating the dislocation by gradual slip takes half the final stress times b, integrated from a core cut-off r₀ to an outer cut-off h:

energy per length of line = ½b∫μb dr/[2π(1−ν)r] = μb² ln(h/r₀)/[4π(1−ν)].

Take b = 0.38 nm, r₀ = b/4 = 0.095 nm, h equal to the shell thickness of 10 nm, and μ = 65.6 GPa. The line energy is 28.1 eV/nm, and a loop of length 2πa costs about 1760 eV. The work is about 1150 eV, or 0.65 of the cost. With the same radii and cut-offs, the two would be equal at a misfit of about 0.015.

By this estimate the example gains nothing from its first loop, but the margin depends strongly on the core cut-off. With r₀ = b instead of b/4, the logarithm falls from 4.66 to 3.27, the work reaches about 0.92 of the cost, and the break-even misfit drops to about 0.011, barely above that of the example. Image forces from the free surface and the curvature of the loop are neglected above. Including both gives a ratio of 0.55 to 0.68 for r₀ = b/4 and 0.74 to 0.98 for r₀ = b, depending on how the core energy is counted. The chosen b is a shortest lattice vector of silicon, which lies along the axis only in a [110] wire; other wire directions and other kinds of dislocation have not been examined. The figure 0.015 is an estimate for this geometry and not a safe limit for design.

**10. The model beside real wires**

Silicon-germanium core-shell wires with radii of some tens of nanometres are a real materials system, and the chosen radii and composition lie in that regime. The lattice misfit between pure germanium and silicon is roughly 4 %, so one quarter germanium gives about the 1 % used here. A pure germanium core of the same size would exceed the misfit at which the loop estimate breaks even, and the coherent formula should not be applied to it without a closer look at dislocations. Real wires also have facets, surface stress and cubic elasticity. Of the corrections sized above for a coherent wire with free length, surface stress is the largest, at 13 %. For the stated misfit and radii, a coherent energy of about 30 eV/nm is therefore an estimate to within roughly twenty per cent if the surface stress is no larger than about 1 N/m, and the further digits serve to check the arithmetic. A surface stress of 2 N/m would by itself shift the energy by 26 %. Because W varies as ε², an error of ten per cent in the misfit itself would add about twenty per cent more. The main computed values are in the numerical output.

Numbers as computed

```
Young modulus 160 GPa, Poisson ratio 0.22, misfit 0.010
core radius 10 nm, outer radius 20 nm, core fraction 0.25
biaxial modulus E/(1-nu): 205.1 GPa
cross-section area: 1256.6 nm^2
energy density scale M eps^2: 0.1280 eV/nm^3
energy per length: 30.17 eV/nm = 4.833 nJ/m
common axial strain: 0.00250
core radial and hoop stress: -0.769 GPa
core axial stress: -1.538 GPa
shell axial stress: 0.513 GPa
shell hoop stress at interface: 1.282 GPa
shell hoop stress at surface: 0.513 GPa
thick-shell limit at this core radius: 40.22 eV/nm
extra energy if length is held at shell lattice: 3.92 eV/nm
core fraction | formula eV/nm | finite elements eV/nm
  0.10 | 14.480 | 14.481
  0.25 | 30.167 | 30.166
  0.50 | 40.222 | 40.222
  0.75 | 30.167 | 30.166
  0.90 | 14.480 | 14.480
core modulus halved: W(f=0.75)/W(f=0.25) = 1.239
rough Si c11, c12, c44: 166, 64, 80 GPa
rough Ge c11, c12, c44: 129, 48, 67 GPa
germanium fraction of core: 0.25
[100] wire: cubic Si -3.7 %, with alloy core -6.1 % against formula
[110] wire: cubic Si +3.3 %, with alloy core +0.6 % against formula
[111] wire: cubic Si +5.6 %, with alloy core +2.8 % against formula
mesh refinement shift, [110] alloy core: -0.00027 %
hexagonal core and surface, same areas: -0.713 %
core off centre by 4 nm: -5.54 %
surface stress 1 N/m: +3.92 eV/nm, 13.0 %
expansion difference 8.0e-07 1/K over 500 K: 8.2 %
misfit referred to core instead of shell lattice: 2.0 %
end zones, one radius each, of a 1000 nm wire: 4.0 %
Burgers vector 0.38 nm, core cut-off 0.095 nm, outer cut-off 10 nm
shear modulus 65.6 GPa, edge line energy 28.1 eV/nm
loop cost 1764 eV, work of misfit stress 1146 eV
work/cost 0.65; equal at misfit 0.0154
```
